# Temporal-gauge photon exchange and the Coulomb repulsion from current continuity: test program

```python
"""
One-photon exchange in the temporal gauge (A0 = 0), units hbar = c = m_e = 1.
Result under test: the longitudinal exchange (alpha1.khat)(alpha2.khat)/omega^2,
taken between eigenstates of one Dirac Hamiltonian with omega equal to their
energy difference, is the instantaneous Coulomb repulsion; with the transverse
part added it agrees with the Feynman-gauge exchange.
Symbols: P, Q  large and small radial functions, psi = (P chi_k, i Q chi_-k)/r
         S(k)  charge form factor, L(k) longitudinal current form factor
         T(k)  transverse current form factor of the 1s - 2p1/2 transition
         zeta  nuclear charge times the fine-structure constant
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.special import spherical_jn, spherical_yn

FINE = constants.fine_structure
MC2_EV = constants.m_e * constants.c**2 / constants.e
Z = 50


def panel_rule(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


# radial grid r = R_MAX t^2, and inner grid u in (0, 1) for integrals from 0 to r
R_MAX = 120.0
t_nodes, t_weights = panel_rule(np.linspace(0, 1, 201), 20)
r = R_MAX * t_nodes**2
wr = 2 * R_MAX * t_nodes * t_weights
v_nodes, v_weights = panel_rule([0, 1], 80)
u = v_nodes**2
wu = 2 * v_nodes * v_weights
r_inner = r[:, None] * u


def make_orbital(n, kappa, zeta):
    """Point-nucleus Dirac orbital with at most one radial node term."""
    gamma = np.sqrt(kappa**2 - zeta**2)
    n_r = n - abs(kappa)
    n_eff = np.sqrt(n_r**2 + 2 * n_r * gamma + kappa**2)
    energy = (gamma + n_r) / n_eff
    lam = zeta / n_eff
    a0, b0 = 1.0, (gamma + kappa) / zeta
    a1 = b1 = 0.0
    if n_r == 1:
        a1 = ((lam * a0 + (1 + energy) * b0)
              / (gamma + 1 + kappa + zeta * lam / (1 + energy)))
        b1 = -lam * a1 / (1 + energy)

    def envelope(x):
        return x**gamma * np.exp(-lam * x)

    norm = np.sqrt(np.sum(wr * envelope(r)**2
                          * ((a0 + a1 * r)**2 + (b0 + b1 * r)**2)))

    def large(x):
        return envelope(x) * (a0 + a1 * x) / norm

    def small(x):
        return envelope(x) * (b0 + b1 * x) / norm

    return energy, large, small


def radial_residual(orbital, kappa, zeta):
    """Largest violation of the two radial Dirac equations (complex step)."""
    energy, large, small = orbital
    x = np.array([0.1, 0.7, 2.0, 5.0, 12.0])
    step = 1e-30
    d_large = large(x + 1j * step).imag / step
    d_small = small(x + 1j * step).imag / step
    pot = -zeta / x
    res1 = d_large + kappa * large(x) / x - (energy + 1 - pot) * small(x)
    res2 = d_small - kappa * small(x) / x + (energy - 1 - pot) * large(x)
    return max(np.max(abs(res1)), np.max(abs(res2)))


def form_factors(k, orb1, orb2):
    """S, L, T of the 1s - 2p1/2 transition at the wave numbers k."""
    _, p1, q1 = orb1
    _, p2, q2 = orb2
    kr = np.outer(k, r)
    j0, j1, j2 = (spherical_jn(l, kr) for l in range(3))
    charge = wr * (p1(r) * p2(r) + q1(r) * q2(r))
    cur_a = wr * p2(r) * q1(r)
    cur_b = wr * p1(r) * q2(r)
    s = j1 @ charge
    lon = (j0 @ cur_a + 4 * (j2 @ cur_a)) / 3 + j0 @ cur_b
    tra = (j0 @ cur_a - 2 * (j2 @ cur_a)) / 3 + j0 @ cur_b
    return s, lon, tra


def static_pair(f, l):
    """Double integral of f f' r<^l / r>^(l+1) / (2l+1)."""
    inner = r * ((f(r_inner) * u**l) @ wu)
    return 2 * np.sum(wr * f(r) * inner / r) / (2 * l + 1)


def retarded_pair(f, l, omega):
    """Double integral of f f' times -omega j_l(omega r<) y_l(omega r>)."""
    inner = r * ((f(r_inner) * spherical_jn(l, omega * r_inner)) @ wu)
    return -2 * omega * np.sum(wr * f(r) * spherical_yn(l, omega * r) * inner)


def transition_charge(orb1, orb2):
    return lambda x: orb1[1](x) * orb2[1](x) + orb1[2](x) * orb2[2](x)


# ---- propagator: invert the field equation -k x (k x A) and omega^2 A ----
w_s, kx, ky, kz = sp.symbols("omega kx ky kz", positive=True)
kvec = sp.Matrix([kx, ky, kz])
k_sq = kvec.dot(kvec)
columns = []
for i in range(3):
    unit = sp.Matrix([1 if j == i else 0 for j in range(3)])
    columns.append(w_s**2 * unit + kvec.cross(kvec.cross(unit)))
field_matrix = sp.Matrix.hstack(*columns)
claimed = ((sp.eye(3) - kvec * kvec.T / k_sq) / (w_s**2 - k_sq)
           + kvec * kvec.T / (k_sq * w_s**2))
compact = (sp.eye(3) - kvec * kvec.T / w_s**2) / (w_s**2 - k_sq)
assert (field_matrix * claimed - sp.eye(3)).applyfunc(sp.simplify) == sp.zeros(3)
assert (claimed - compact).applyfunc(sp.simplify) == sp.zeros(3)

# ---- orbitals ----
zeta = Z * FINE
orb_s = make_orbital(1, -1, zeta)
orb_p = make_orbital(2, 1, zeta)
assert radial_residual(orb_s, -1, zeta) < 1e-12
assert radial_residual(orb_p, 1, zeta) < 1e-12
omega = orb_p[0] - orb_s[0]

# ---- continuity of the transition current ----
k_show = np.array([0.1, 0.3, 1.0])
s_show, l_show, _ = form_factors(k_show, orb_s, orb_p)
assert np.max(abs(k_show * l_show - omega * s_show)) < 1e-10

# ---- longitudinal exchange from currents only, in k space ----
k_edges = np.concatenate([[0.0], omega * 2.0**np.arange(0, 10)])
k, wk = panel_rule(k_edges, 24)
k_max = k_edges[-1]
s_k, l_k, t_k = form_factors(k, orb_s, orb_p)
prefactor = 2 * FINE / np.pi
longitudinal = prefactor / 3 * np.sum(wk * k**2 * l_k**2) / omega**2

# ---- Coulomb exchange from charge densities only, in r space ----
charge_sp = transition_charge(orb_s, orb_p)
coulomb = FINE / 3 * static_pair(charge_sp, 1)
assert abs(longitudinal / coulomb - 1) < 1e-6

# ---- transverse part, principal value by subtraction at k = omega ----
t_pole = form_factors(np.array([omega]), orb_s, orb_p)[2][0]
pole_value = omega**2 * t_pole**2
pv = np.sum(wk * (k**2 * t_k**2 - pole_value) / (omega**2 - k**2))
pv += pole_value / (2 * omega) * np.log((k_max + omega) / (k_max - omega))
transverse = prefactor * 2 / 3 * pv
temporal_total = longitudinal + transverse

# ---- Feynman gauge, real part, partial waves in r space ----
feyn_charge = FINE / 3 * retarded_pair(charge_sp, 1, omega)
feyn_current = -FINE * (
    retarded_pair(lambda x: orb_p[1](x) * orb_s[2](x) / 3
                  + orb_s[1](x) * orb_p[2](x), 0, omega)
    + 2 / 9 * retarded_pair(lambda x: 2 * orb_p[1](x) * orb_s[2](x), 2, omega))
feynman_total = feyn_charge + feyn_current
assert abs(temporal_total - feynman_total) < 1e-6 * coulomb

# ---- direct term: pair integral against energy of the Gauss-law fields ----
dens_s = transition_charge(orb_s, orb_s)
dens_p = transition_charge(orb_p, orb_p)
enclosed_s = r * (dens_s(r_inner) @ wu)
enclosed_p = r * (dens_p(r_inner) @ wu)
direct_pair = FINE * np.sum(wr * (dens_s(r) * enclosed_p
                                  + dens_p(r) * enclosed_s) / r)
direct_field = FINE * (np.sum(wr * enclosed_s * enclosed_p / r**2) + 1 / R_MAX)
assert abs(direct_field / direct_pair - 1) < 1e-7


# ---- omega -> 0 by slowly switched conserved sources ----
def switched_ratio(width):
    """Energy per unit plateau time over the Coulomb value; ramp time = 1."""
    def g(t):
        return 0.5 * (np.tanh(t + width / 2) - np.tanh(t - width / 2))

    def g_dot(t):
        return 0.5 * (np.cosh(t + width / 2)**-2.0
                      - np.cosh(t - width / 2)**-2.0)

    def motion(t, y):
        return [y[1], g_dot(t), -g_dot(t) * y[0]]

    end = width / 2 + 20
    sol = solve_ivp(motion, (-end, end), [0, 0, 0], method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=0.5)
    action = sol.y[2, -1]
    expected = 2 * quad(lambda t: g(t)**2, 0, end, points=[width / 2],
                        limit=200)[0]
    assert abs(action / expected - 1) < 1e-6
    return action / width


widths = [10, 100, 400]
ratios = [switched_ratio(width) for width in widths]
assert abs(ratios[2] - 1) < abs(ratios[1] - 1) < abs(ratios[0] - 1)
assert abs(ratios[2] - 1) < 5e-3

# ---- orbitals of two different potentials break the result ----
orb_x = make_orbital(2, 1, (Z - 1) * FINE)
omega_x = orb_x[0] - orb_s[0]
l_x = form_factors(k, orb_s, orb_x)[1]
longitudinal_x = prefactor / 3 * np.sum(wk * k**2 * l_x**2) / omega_x**2
coulomb_x = FINE / 3 * static_pair(transition_charge(orb_s, orb_x), 1)
assert abs(longitudinal_x / coulomb_x - 1) > 0.01

# ---- output ----
print(f"nuclear charge Z = {Z}")
print(f"fine-structure constant = {FINE:.9f}")
print(f"electron rest energy = {MC2_EV:.3f} eV")
print(f"E(1s) = {orb_s[0]:.8f} mc^2")
print(f"E(2p1/2) = {orb_p[0]:.8f} mc^2")
print(f"omega = E(2p1/2) - E(1s) = {omega:.8f} mc^2")
print(f"omega = {omega * MC2_EV:.2f} eV")
print("continuity, k in mc/hbar; S, L dimensionless; k L and omega S in mc^2:")
for kk, ss, ll in zip(k_show, s_show, l_show):
    print(f" k={kk:.1f} S={ss:.8f} L={ll:.8f} "
          f"kL={kk * ll:.9f} omegaS={omega * ss:.9f}")
print("exchange integrals <2p 1s|I|1s 2p>, real part:")
print(f" temporal, longitudinal (currents) = {longitudinal * MC2_EV:.5f} eV")
print(f" Coulomb (charge densities) = {coulomb * MC2_EV:.5f} eV")
print(f" relative difference = {abs(longitudinal / coulomb - 1):.1e}")
print(f" temporal, transverse = {transverse * MC2_EV:.5f} eV")
print(f" temporal, total = {temporal_total * MC2_EV:.5f} eV")
print(f" Feynman, charge part = {feyn_charge * MC2_EV:.5f} eV")
print(f" Feynman, current part = {feyn_current * MC2_EV:.5f} eV")
print(f" Feynman, total = {feynman_total * MC2_EV:.5f} eV")
print(f"direct Coulomb, pair integral = {direct_pair * MC2_EV:.4f} eV")
print(f"direct Coulomb, field energy = {direct_field * MC2_EV:.4f} eV")
print("switched sources: plateau/ramp time, energy/Coulomb value:")
for width, ratio in zip(widths, ratios):
    print(f" {width:4d}  {ratio:.6f}")
print(f"2p1/2 orbital from charge {Z - 1}, 1s from charge {Z}:")
print(f" omega = {omega_x * MC2_EV:.2f} eV")
print(f" temporal, longitudinal = {longitudinal_x * MC2_EV:.4f} eV")
print(f" Coulomb = {coulomb_x * MC2_EV:.4f} eV")
print(f" longitudinal/Coulomb - 1 = {100 * (longitudinal_x / coulomb_x - 1):.2f} %")
print("verified")
```

Output:

```
nuclear charge Z = 50
fine-structure constant = 0.007297353
electron rest energy = 510998.951 eV
E(1s) = 0.93105940 mc^2
E(2p1/2) = 0.98261371 mc^2
omega = E(2p1/2) - E(1s) = 0.05155431 mc^2
omega = 26344.20 eV
continuity, k in mc/hbar; S, L dimensionless; k L and omega S in mc^2:
 k=0.1 S=0.10224585 L=0.05271214 kL=0.005271214 omegaS=0.005271214
 k=0.3 S=0.16041391 L=0.02756676 kL=0.008270027 omegaS=0.008270027
 k=1.0 S=0.01781427 L=0.00091840 kL=0.000918402 omegaS=0.000918402
exchange integrals <2p 1s|I|1s 2p>, real part:
 temporal, longitudinal (currents) = 7.88750 eV
 Coulomb (charge densities) = 7.88750 eV
 relative difference = 1.8e-13
 temporal, transverse = -3.28961 eV
 temporal, total = 4.59789 eV
 Feynman, charge part = 8.41645 eV
 Feynman, current part = -3.81856 eV
 Feynman, total = 4.59789 eV
direct Coulomb, pair integral = 356.2762 eV
direct Coulomb, field energy = 356.2762 eV
switched sources: plateau/ramp time, energy/Coulomb value:
   10  0.900000
  100  0.990000
  400  0.997500
2p1/2 orbital from charge 49, 1s from charge 50:
 omega = 26711.58 eV
 temporal, longitudinal = 7.0133 eV
 Coulomb = 7.4312 eV
 longitudinal/Coulomb - 1 = -5.62 %
verified
```
